# Forces and force constants from partial cores moving with their nuclei

## 1. The result

Let the valence density be $n_v$, and let nucleus $A$ at $\mathbf R_A$ carry a rigid partial core density $n_A(\mathbf r-\mathbf R_A)$. Write

$$n_c=\sum_A n_A,\qquad n=n_v+n_c .$$

The exchange-correlation energy is evaluated at the total density $n$. Its first and second functional derivatives there are $v_{xc}(\mathbf r)$ and $f_{xc}(\mathbf r,\mathbf r')$. The core then contributes the force

$$\mathbf F_A^{\rm core}=\int v_{xc}\,\nabla n_A(\mathbf r-\mathbf R_A)\,d\mathbf r=-\int n_A\,\nabla v_{xc}\,d\mathbf r. \tag{1}$$

Let $a=(A,\alpha)$ and $b=(B,\beta)$ label nuclear Cartesian coordinates, and let $\partial_a=\partial/\partial R_{A\alpha}$ act on explicit dependence on nuclear positions. The core terms in the force constants $C_{ab}=d^2E/dR_a\,dR_b$ are

$$C_{ab}^{\rm core}=\int v_{xc}\,\partial_a\partial_b n_c+\iint \partial_a n_c\, f_{xc}\,\partial_b n_c+\iint \partial_a n_c\, f_{xc}\,\frac{dn_v}{dR_b}. \tag{2}$$

The core also acts indirectly: $f_{xc}\,\partial_b n_c$ is part of the perturbation that determines $dn_v/dR_b$. Equation (2) is therefore not the whole effect of core motion.

## 2. Energy and assumptions

In hartree atomic units, for a closed-shell system with real orbitals,

$$E=\mathrm{Tr}\,\gamma(T+V)+E_H[n_v]+E_{xc}[n_v+n_c]+E_{\rm ion}, \tag{3}$$

where $\gamma=2\sum_i|\psi_i\rangle\langle\psi_i|$ and $n_v(\mathbf r)=\gamma(\mathbf r,\mathbf r)$. The ionic pseudopotential $V$ may be non-local. It and the ion repulsion $E_{\rm ion}$ depend on the nuclear positions.

The core density does not enter $E_H$. The ionic charges and $V$ already represent the electrostatic effect of the core, so adding $n_c$ there would count it twice. It enters $E_{xc}$ because that functional is not additive: where densities overlap, $E_{xc}[n_v+n_c]$ generally differs from $E_{xc}[n_v]+E_{xc}[n_c]$.

I assume a self-consistent ground state with a gap, fixed occupations, a basis that does not move with the nuclei, and a twice differentiable functional of the density. An atom-centred basis adds terms from the motion of the basis functions. A core that changes shape with its surroundings adds derivatives of that shape.

For a gradient functional $E_{xc}=\int e(n,\mathbf p)\,d\mathbf r$ with $\mathbf p=\nabla n$, a variation $g$ of the density gives

$$\delta E_{xc}=\int(e_n g+e_{\mathbf p}\cdot\nabla g)
=\int(e_n-\nabla\cdot e_{\mathbf p})\,g ,$$

with vanishing boundary terms. Hence $v_{xc}=e_n-\nabla\cdot e_{\mathbf p}$. Varying this once more gives the action of the kernel:

$$f_{xc}g=e_{nn}g+e_{n\mathbf p}\cdot\nabla g-\nabla\cdot(e_{\mathbf p n}g+e_{\mathbf p\mathbf p}\nabla g). \tag{4}$$

All partial derivatives are taken at the total density and its gradient. In (2), $f_{xc}$ stands for this operator when the functional contains gradients.

## 3. The force

At fixed nuclei, a change of $\gamma$ changes the energy by

$$\delta E=\mathrm{Tr}\,\delta\gamma(T+V)+\int(v_H+v_{xc})\,\delta n_v=\mathrm{Tr}\,H\,\delta\gamma ,$$

with $H=T+V+v_H[n_v]+v_{xc}[n]$. The Kohn–Sham potential therefore contains $v_{xc}$ at the total density, while $v_H$ contains the valence density alone.

When a nucleus moves, the orbitals change. Using $H\psi_i=\varepsilon_i\psi_i$,

$$\mathrm{Tr}\,H\,d\gamma=2\sum_i\varepsilon_i\left(\langle d\psi_i|\psi_i\rangle+\langle\psi_i|d\psi_i\rangle\right)=2\sum_i\varepsilon_i\,d\langle\psi_i|\psi_i\rangle=0 .$$

The orbital change drops out by normalization. Only the explicit position dependence of (3) remains:

$$\frac{dE}{dR_a}=\mathrm{Tr}\,\gamma\,\partial_aV+\int v_{xc}\,\partial_a n_c+\partial_aE_{\rm ion}. \tag{5}$$

Since $n_A$ depends on $\mathbf r-\mathbf R_A$, we have $\partial_a n_c=-\nabla_\alpha n_A$. The force is minus the energy derivative, so the two minus signs combine to the plus sign in the first form of (1). Partial integration, with a vanishing boundary term, gives the second form.

That second form has a direct reading: each element of core density is pushed down the gradient of $v_{xc}$. The potential must be the self-consistent one. An error $\delta n_v$ in the valence density changes the core force by $\iint\nabla n_A\,f_{xc}\,\delta n_v$ to first order, so the force lacks the second-order accuracy of the energy.

## 4. Translation and simple limits

Moving the whole density rigidly leaves $E_{xc}$ unchanged. For a displacement $\mathbf s$ the first-order density change is $-\mathbf s\cdot\nabla n$, hence

$$\int v_{xc}[n]\,\nabla n\,d\mathbf r=0. \tag{6}$$

Splitting $n$ into valence and core parts gives

$$\sum_A\mathbf F_A^{\rm core}=\int v_{xc}\nabla n_c=-\int v_{xc}\nabla n_v . \tag{7}$$

The core forces need not sum to zero by themselves. The complete force does, because $E$ is translation invariant. If the core force is left out, an isolated molecule acquires the spurious net force $+\int v_{xc}\nabla n_v$.

**An isolated core.** Applying (6) to one core alone gives $\int v_{xc}[n_A]\nabla n_A=0$. Subtracting this zero from (1),

$$\mathbf F_A^{\rm core}=\int\left(v_{xc}[n]-v_{xc}[n_A]\right)\nabla n_A . \tag{8}$$

A core exerts no force on itself. For a local or gradient functional, the force also vanishes if no other density overlaps the core, since the two potentials then agree throughout it.

**Symmetric surroundings.** If $n_A$ is spherical and the total density is even under inversion through the nucleus, $v_{xc}$ is even and $\nabla n_A$ is odd. The core force is zero even when the overlap is large.

**A weak additional density.** Let $n=n_A+m$, with $m$ small compared with $n_A$ wherever the integrand matters. Expanding (8) to first order in $m$ gives $\iint\nabla n_A\,f_{xc}[n_A]\,m$. Translating $n_A$ translates its potential, so $\int f_{xc}[n_A](\mathbf r,\mathbf r')\nabla' n_A(\mathbf r')\,d\mathbf r'=\nabla v_{xc}[n_A](\mathbf r)$. With the symmetry of the kernel,

$$\mathbf F_A^{\rm core}\simeq\int m\,\nabla v_{xc}[n_A]\,d\mathbf r .$$

The density $m$ feels the force $-\int m\nabla v_{xc}[n_A]$ in the potential of the core, and the core feels the opposite force. For a functional whose kernel diverges at low density, such as Slater exchange, the expansion fails if the outer region, where $n_A$ falls below $m$, contributes appreciably.

## 5. The second derivative

Now differentiate (5) along the path of self-consistent ground states. The density matrix changes, and the potential changes because both parts of the density change:

$$\frac{dv_{xc}}{dR_b}=f_{xc}\left(\partial_b n_c+\frac{dn_v}{dR_b}\right). \tag{9}$$

The product rule applied to each term of (5) gives

$$\begin{aligned}
C_{ab}={}&\partial_a\partial_bE_{\rm ion}+\mathrm{Tr}\,\gamma\,\partial_a\partial_bV+\mathrm{Tr}\,\partial_aV\frac{d\gamma}{dR_b}\\
&+\int v_{xc}\,\partial_a\partial_b n_c+\iint\partial_a n_c\,f_{xc}\left(\partial_b n_c+\frac{dn_v}{dR_b}\right).
\end{aligned} \tag{10}$$

The second line is (2). Its first term requires both coordinates to belong to the same nucleus, because each core depends on one position. There $\partial_a\partial_b n_c=+\nabla_\alpha\nabla_\beta n_A$, two sign changes having cancelled. The kernel terms also couple different nuclei.

For an isolated core, $\int v_{xc}[n_A]\,\partial_a n_A=0$ holds at every position. Its derivative is

$$\int v_{xc}[n_A]\,\partial_a\partial_b n_A+\iint\partial_a n_A\,f_{xc}[n_A]\,\partial_b n_A=0 . \tag{11}$$

The potential term and the kernel term thus cancel for a lone core. Keeping one without the other would give a free ion a force constant.

## 6. The valence response

It remains to find $d\gamma/dR_b$. The derivative of $H$ is

$$W_b=U_b+(f_H+f_{xc})\frac{dn_v}{dR_b},\qquad U_b=\partial_bV+f_{xc}\,\partial_b n_c , \tag{12}$$

where $f_H$ is the electron-electron interaction, and the functions produced by the kernels act as local potentials.

A self-consistent $\gamma$ commutes with $H$. Differentiating $H\gamma-\gamma H=0$ and taking the element between an empty orbital $u$ and an occupied orbital $i$ gives

$$2\langle u|W_b|i\rangle+(\varepsilon_u-\varepsilon_i)\langle u|d\gamma/dR_b|i\rangle=0 ,$$

so that

$$\langle u|d\gamma/dR_b|i\rangle=\frac{2\langle u|W_b|i\rangle}{\varepsilon_i-\varepsilon_u}. \tag{13}$$

The other blocks vanish. Differentiating $\gamma^2=2\gamma$ gives $\gamma\,d\gamma+d\gamma\,\gamma=2\,d\gamma$. Between occupied orbitals this reads $4\,d\gamma=2\,d\gamma$, and between empty ones $0=2\,d\gamma$.

The diagonal of $d\gamma$ in position space contains each pair $(u,i)$ twice:

$$\frac{dn_v}{dR_b}=4\sum_{iu}\frac{\psi_i\psi_u\langle u|W_b|i\rangle}{\varepsilon_i-\varepsilon_u}. \tag{14}$$

Let $\delta n[U_b]$ denote this expression with $W_b$ replaced by $U_b$, and let $\chi_0$ be the same map for local potentials. Then

$$\left[1-\chi_0(f_H+f_{xc})\right]\frac{dn_v}{dR_b}=\delta n[U_b]. \tag{15}$$

The motion of the core enters through $U_b$ on the right side. The static core affects both sides, because $v_{xc}$ and $f_{xc}$ are taken at the total density: $v_{xc}$ helps to shape the orbitals and energies in $\chi_0$ and $\delta n$, and $f_{xc}$ appears in the screening and in $U_b$. If the operator on the left is singular, there is no unique linear response, and (15) cannot simply be inverted to supply the response in (10).

**Symmetry.** Together, the two response terms of (10) are $\mathrm{Tr}\,U_a\,d\gamma/dR_b$. By (12),

$$\mathrm{Tr}\,U_a\frac{d\gamma}{dR_b}=\mathrm{Tr}\,W_a\frac{d\gamma}{dR_b}-\iint\frac{dn_v}{dR_a}(f_H+f_{xc})\frac{dn_v}{dR_b}.$$

By (13) the first term equals $4\sum_{iu}\langle i|W_a|u\rangle\langle u|W_b|i\rangle/(\varepsilon_i-\varepsilon_u)$. For real orbitals this is unchanged when $a$ and $b$ are exchanged, and so is the second term. The sum is symmetric, although the ionic and core response terms need not be so separately.

**Sign.** If the ground state is a minimum of the energy functional, the relaxed energy cannot exceed the energy with the valence orbitals frozen at the reference geometry. The two agree in value and slope at that geometry. The relaxed curvature is therefore no larger, and the diagonal response contribution $\mathrm{Tr}\,U_a\,d\gamma/dR_a$ is zero or negative.

**Translation.** A rigid displacement leaves each force unchanged, hence $\sum_B C_{A\alpha,B\beta}=0$. It also leaves the ionic, core and ion-repulsion parts of each force unchanged separately. Each part of row $a$ therefore obeys its own sum rule, provided that the full response is used.

## 7. A diatomic model on a line

The example has four valence electrons and two ions, $A$ at $-1.25$ and $B$ at $+1.25$ bohr, with charges 3 and 1. All Coulomb interactions have the form $1/\sqrt{u^2+1}$ times the charges, with the sign appropriate to the pair. The Gaussian cores contain 1 and 0.5 electrons and have widths 0.5 and 0.6 bohr. Each ion also carries a separable non-local term. The model functional is

$$E_{xc}=-\int\frac{a n^2+c\,(dn/dx)^2}{1+bn}\,dx,\qquad a=b=0.5,\quad c=0.02 .$$

It is smooth and has a gradient term, so its kernel is a differential operator. It is not a published functional, and the model represents no material. The separation is chosen, not optimized.

The forces, in hartree/bohr, are as follows.

| Part | on $A$ | on $B$ |
|---|---:|---:|
| ion repulsion | −0.3842 | 0.3842 |
| ionic potential | 0.4124 | −0.3374 |
| partial core | −0.0351 | −0.0399 |
| total | −0.0070 | 0.0070 |

The first row can be checked by hand. With $R=2.5$ bohr, the repulsive force is $3R/(R^2+1)^{3/2}=7.5/19.52=0.384$. The total force pushes the ions apart. On $A$ it is $-0.573$ nN.

Without the core term the forces would be $0.0282$ and $0.0468$. Both point to the right, and their sum is $0.0750$, equal to $\int v_{xc}(dn_v/dx)\,dx$ as (7) requires. Here the core force is larger in magnitude than the total force: the other two parts nearly cancel, and what remains of them is comparable to the core force and opposes it. Its omission changes the sign of the force on $A$.

Evaluating $v_{xc}$ in the core term at $n_v$ instead of $n$ does not repair this. The core terms become $-0.0484$ and $-0.0453$, and the total forces $-0.0202$ and $0.0015$, whose sum is $-0.0187$. Identity (6) holds when the potential and the displaced density belong together, and this replacement separates them.

## 8. Reading the force constants

The contributions, in hartree/bohr², are as follows.

| Part | $AA$ | $AB$ | $BB$ |
|---|---:|---:|---:|
| ion repulsion | 0.2438 | −0.2438 | 0.2438 |
| $\mathrm{Tr}\,\gamma\,\partial\partial V$ | 1.5184 | 0 | 0.1171 |
| core, $v_{xc}$ | 0.7818 | 0 | 0.1731 |
| core-core, $f_{xc}$ | −0.4123 | 0.0034 | −0.0867 |
| ionic response | −1.6303 | 0.1119 | −0.2194 |
| core response | −0.3763 | 0.0034 | −0.1028 |
| total | 0.1251 | −0.1251 | 0.1251 |

The total is about 195 N/m. The equality of the three magnitudes follows from the translation rule for two ions on a line together with $C_{AB}=C_{BA}$. Both diagonal response sums are negative, as the minimum argument requires.

The separate sum rules are visible in row $A$. The ionic terms give $1.5184-1.6303+0.1119=0$. The diagonal core terms give

$$0.7818-0.4123-0.3763=-0.0068 ,$$

and the $AB$ core terms give $0.0034+0.0034=+0.0068$.

The same rules applied to row $B$ give the terms of $BA$. Its ionic response is $-(0.1171-0.2194)=0.1023$, and its core terms sum to $-(0.1731-0.0867-0.1028)=0.0164$. These differ from the corresponding $AB$ values, $0.1119$ and $0.0068$, but both pairs add to $0.1187$. The symmetry belongs to the sum.

The small value $-0.0068$ might suggest that core motion hardly affects $C_{AA}$. It does not follow. If the core derivatives are dropped from both (10) and the source in (12), while the static potential and screening kernel still use the total density, $C_{AA}$ becomes $0.397$, about 3.2 times the correct value. The ionic response is then $0.397-0.244-1.518=-1.365$ instead of $-1.630$. Of the total change of $-0.272$ caused by restoring the core derivatives, $-0.265$ comes through the ionic response and $-0.007$ through (2). By the symmetry of section 6 the same cross term $-0.265$ is also part of the core response $-0.376$ in (2). The remaining $-0.111$ is the core's response to its own source, and the two together almost cancel the frozen core terms, $0.782-0.412=0.370$. Dropping (2) alone gives $C_{AA}=0.132$, while dropping the source alone gives $0.501$. At this separation the source term is therefore the more important one to keep; the proportions change with the geometry.

If the core derivative terms and their source use $v_{xc}$ and $f_{xc}$ at $n_v$, the result for $C_{AA}$ is $-0.566$, which has the wrong sign. The diagonal elements for $A$ and $B$ then also disagree, since the corresponding value for $B$ is $0.004$.

For core $A$ alone, the two terms of (11) are $+0.861$ and $-0.861$. In the molecule they are $+0.782$ and $-0.412$, leaving $0.370$. Surrounding density has changed the kernel term more than the potential term in this case.

## 9. Independent checks and the three-dimensional tensor

The forces and force constants were tested against differences of separately converged total energies, and the response (15) against differences of converged densities. The largest density-response discrepancy is $5\times10^{-7}$ bohr⁻². These comparisons test the derivatives within the chosen model and grid; they say nothing about the accuracy of a pseudopotential or functional for a real molecule.

A line cannot test mixed Cartesian components. For this purpose a second calculation uses Slater exchange in three dimensions, a frozen Gaussian valence density (4 electrons, width 1.3 bohr, centred at $(0.3,-0.2,0.1)$ bohr) and two Gaussian cores of one electron and width 0.5 bohr, $A$ at the origin and $B$ at $(1.0,0.7,0.4)$ bohr. Its energy density is $-\tfrac34(3/\pi)^{1/3}n^{4/3}$, and differentiation gives

$$v_x=-\left(\frac{3n}{\pi}\right)^{1/3},\qquad f_x=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}.$$

The kernel diverges as $n\to0$, but the core-core integral for a Gaussian core remains finite. Since $n\ge n_A$, the magnitude of its diagonal integrand is at most a constant times $|\nabla n_A|^2n_A^{-2/3}$, which decays as a polynomial times a Gaussian.

With the valence density frozen, the terms left are the first two of (2). The $A_x,A_y$ constant contains both and equals $-0.0685$ hartree/bohr². The $A_x,B_y$ constant contains the kernel term alone and equals $0.0649$ hartree/bohr². Both agree with energy differences to the digits given, as does the $x$ force on $A$, $0.0725$ hartree/bohr. These are exchange contributions at frozen valence density, not complete molecular force constants.

## Values computed for the example and the checks

```
Model on a line; values ordered A, B
positions (bohr): [-1.25  1.25]  grid spacing (bohr): 0.2
box length (bohr): 36.2  points: 181
ionic charges (e): [3. 1.]  softening (bohr): 1.0
core electrons: [1.  0.5]  core widths (bohr): [0.5 0.6]
projector strengths (a.u.): [0.5 0.3]  width (bohr): 0.8
xc parameters a, b, c (a.u.): 0.5 0.5 0.02
total energy (hartree): -4.84799542
lowest three levels (hartree): [-0.70221  -0.105644  0.008271]
Forces on A, B (hartree/bohr)
ion repulsion            -0.384197    0.384197
ionic potential           0.412381   -0.337362
partial core             -0.035144   -0.039876
total formula            -0.006959    0.006959
energy differences       -0.006959    0.006959
core term omitted         0.028184    0.046836
core v_xc at n_v         -0.020197    0.001529
net force, core omitted (hartree/bohr): 0.075020
integral v_xc dn_v/dx (hartree/bohr): 0.075020
net force, complete (hartree/bohr): 9.6e-11
Force constants AA, AB, BB (hartree/bohr^2)
ion repulsion             0.243767   -0.243767    0.243767
ionic second deriv.       1.518378    0.000000    0.117106
core v_xc                 0.781830    0.000000    0.173147
core-core f_xc           -0.412274    0.003357   -0.086700
ionic response           -1.630263    0.111885   -0.219378
core f_xc response       -0.376326    0.003413   -0.102830
total formula             0.125112   -0.125112    0.125112
energy differences        0.125112   -0.125112    0.125112
core terms omitted        0.396700   -0.152258    0.208945
core terms at n_v        -0.565580   -0.121612    0.004109
largest row sum of C (hartree/bohr^2): 3.6e-10
largest density-response error (bohr^-2): 5.3e-07
isolated core A, v_xc term (hartree/bohr^2): 0.861413
isolated core A, f_xc term (hartree/bohr^2): -0.861413
total force on A (nN): -0.5734
force constant AA (N/m): 194.786
3D Slater test, frozen valence: formula, energy difference
force A,x (hartree/bohr): 0.0725383 0.0725383
constant Ax,Ay (hartree/bohr^2): -0.0684531 -0.0684531
constant Ax,By (hartree/bohr^2): 0.0648960 0.0648960
```
